# Density matrix, density and kinetic energy from the equal-time Green's function

Take a single level of energy $\varepsilon$ that can hold one spinless electron, with Hamiltonian $H=\varepsilon a^\dagger a$. Atomic units are used throughout, so $\hbar=1$. The time-dependent operator is $a(t)=e^{iHt}a\,e^{-iHt}=a\,e^{-i\varepsilon t}$, and the time-ordered Green's function is

$$G(t-t')=-i\langle \mathcal T\,a(t)a^\dagger(t')\rangle .$$

The symbol $\mathcal T$ puts the later operator on the left and gives a minus sign if the two operators have to be exchanged. Suppose the level is occupied. For $t>t'$ the operator $a^\dagger$ acts first on a full level and gives zero. For $t<t'$ the exchange sign turns $-i$ into $+i$, so that $G(t-t')=+i\langle a^\dagger(t')a(t)\rangle=i\,e^{-i\varepsilon(t-t')}$. With a small damping $\eta>0$ that makes the time integral converge,

$$G(\omega)=\int_{-\infty}^{0}dt\;i\,e^{i(\omega-\varepsilon)t+\eta t}=\frac{i}{i(\omega-\varepsilon)+\eta}=\frac{1}{\omega-\varepsilon-i\eta}.$$

The pole is at $\omega=\varepsilon+i\eta$, above the real axis. If the level is empty, only $t>t'$ contributes, and

$$G(\omega)=\int_0^\infty dt\,(-i)\,e^{i(\omega-\varepsilon)t-\eta t}=\frac{-i}{\eta-i(\omega-\varepsilon)}=\frac{1}{\omega-\varepsilon+i\eta},$$

with its pole below the axis. The side on which the pole lies therefore records whether the level is occupied.

To read off the occupation $\langle a^\dagger a\rangle$, the operator $a^\dagger$ must stand on the left, so its time must be the later one. Set $t-t'=-\tau$ with $\tau>0$. The inverse transform $G(t)=\int\frac{d\omega}{2\pi}e^{-i\omega t}G(\omega)$ then contains $e^{+i\omega\tau}$, which decays when $\omega$ has a large positive imaginary part. The contour can be closed in the upper half plane. It encloses the pole of the occupied level and gives

$$-iG(-\tau)=-i\,\frac{2\pi i}{2\pi}\,e^{i(\varepsilon+i\eta)\tau}=e^{i\varepsilon\tau-\eta\tau}\;\longrightarrow\;1\qquad(\tau\to0^+).$$

For the empty level it encloses nothing and gives 0.

Now let there be $N$ interacting electrons in a normalized, nondegenerate ground state $|\Psi\rangle$ of energy $E_N$, at zero temperature and with a time-independent Hamiltonian $H$. Let $x=(\mathbf r,\sigma)$ stand for position and spin, and let $\psi(x)$ remove an electron at $x$. The one-particle density matrix is

$$\gamma(x,x')=\langle\Psi|\psi^\dagger(x')\psi(x)|\Psi\rangle .$$

With $G(x,x';t-t')=-i\langle\mathcal T\psi(x,t)\psi^\dagger(x',t')\rangle$, the choice $t=0$, $t'=\tau>0$ gives, with the same exchange sign as before,

$$-iG(x,x';-\tau)=-i\,(+i)\langle\psi^\dagger(x',\tau)\psi(x,0)\rangle=\langle\psi^\dagger(x',\tau)\psi(x,0)\rangle .$$

At $\tau\to0^+$ the right side becomes $\gamma(x,x')$, so $\gamma=-iG(0^-)$.

The frequency form follows by inserting complete sets of states. After $\psi(x)$ has acted, the system has $N-1$ electrons; let $|k\rangle$ be the eigenstates of that system, with energies $E_k^{N-1}$. Define the removal amplitude and removal energy

$$f_s(x)=\langle k|\psi(x)|\Psi\rangle,\qquad \varepsilon_s=E_N-E_k^{N-1}.$$

Since $\psi^\dagger(x',\tau)=e^{iH\tau}\psi^\dagger(x')e^{-iH\tau}$, the left exponential acts on $\langle\Psi|$ and the right one on $|k\rangle$:

$$\langle\psi^\dagger(x',\tau)\psi(x,0)\rangle=\sum_k e^{i(E_N-E_k^{N-1})\tau}\langle\Psi|\psi^\dagger(x')|k\rangle\langle k|\psi(x)|\Psi\rangle=\sum_{s\in\rm rem}e^{i\varepsilon_s\tau}f_s(x)f_s^*(x').$$

For $t>0$ the other ordering applies, and the intermediate states have $N+1$ electrons. With $f_s(x)=\langle\Psi|\psi(x)|k\rangle$ and $\varepsilon_s=E_k^{N+1}-E_N$, the same steps give $G(t)=-i\sum_{s\in\rm add}e^{-i\varepsilon_st}f_s(x)f_s^*(x')$. Every term has the time dependence of the single level, occupied for removal and empty for addition. The two integrals already done therefore give

$$G(x,x';\omega)=\sum_{s\in\rm rem}\frac{f_s(x)f_s^*(x')}{\omega-\varepsilon_s-i\eta}+\sum_{s\in\rm add}\frac{f_s(x)f_s^*(x')}{\omega-\varepsilon_s+i\eta}.$$

The sign of $i\eta$ comes from the time order, not from the value of the energy. The amplitudes obey a sum rule, because the field operators anticommute to a delta function:

$$\sum_{\rm rem}f_sf_s^*+\sum_{\rm add}f_sf_s^*=\langle\psi^\dagger(x')\psi(x)+\psi(x)\psi^\dagger(x')\rangle=\delta(x-x').$$

In a finite basis of orthonormal orbitals the delta function is replaced by the unit matrix and the sums are finite. That case is assumed in the contour estimates below.

Close the real-axis integral of $e^{i\omega\tau}G(\omega)$ by a semicircle $\omega=Re^{i\theta}$, $0\le\theta\le\pi$. On it $|e^{i\omega\tau}|=e^{-R\tau\sin\theta}$ and $|d\omega|=R\,d\theta$, while a pole at $p$ contributes a denominator of size at least $R-|p|$. The arc integral of one term, apart from the factor $f_sf_s^*$, is thus bounded by

$$\frac{R}{R-|p|}\int_0^\pi e^{-R\tau\sin\theta}d\theta\le\frac{2R}{R-|p|}\int_0^{\pi/2}e^{-2R\tau\theta/\pi}d\theta\le\frac{R}{R-|p|}\,\frac{\pi}{R\tau},$$

where the symmetry about $\theta=\pi/2$ and the inequality $\sin\theta\ge2\theta/\pi$ on $[0,\pi/2]$ were used. At fixed $\tau>0$ the bound vanishes as $R\to\infty$. What remains is the sum of residues of the enclosed poles, which are those of removal:

$$-i\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,e^{i\omega\tau}G(x,x';\omega)=\sum_{s\in\rm rem}e^{i\varepsilon_s\tau-\eta\tau}f_s(x)f_s^*(x').$$

Letting $\eta\to0$ and then $\tau\to0^+$ gives

$$\boxed{\;\gamma(x,x')=-i\lim_{\tau\to0^+}\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}e^{i\omega\tau}G(x,x';\omega)=\sum_{s\in\rm rem}f_s(x)f_s^*(x')\;}$$

The order of limits matters, since the bound contains $1/(R\tau)$: the frequency range must go to infinity before $\tau$ goes to zero. If $\tau$ is set to zero at once, the arc no longer vanishes. By the sum rule $G\to\delta(x-x')/\omega$ at large $|\omega|$, and with $d\omega=i\omega\,d\theta$ the arc contributes

$$-\frac{i}{2\pi}\int_0^\pi i\,d\theta\;\delta(x-x')=\tfrac12\delta(x-x').$$

The residues still add up to $\gamma$, so a real-axis integral with symmetric cutoffs and no exponential factor yields $\gamma-\frac12\delta$. For $\tau<0$ the exponential decays in the lower half plane. The closed path then runs clockwise around the addition poles, and the result is $-\sum_{\rm add}f_sf_s^*=\gamma-\delta$ as $\tau\to0^-$. The three outcomes differ by half a delta function each, which is the equal-time jump of $G$ and its midpoint.

Once the path is closed, it can be deformed. Let the highest removal energy lie below the lowest addition energy, and let $\mu$ be an energy in the gap between them. Define $G(z)=\sum_sf_sf_s^*/(z-\varepsilon_s)$ over both kinds of poles, now all on the real axis. The path of the original integral passes below the removal poles, crosses the axis at $\mu$, passes above the addition poles and returns through the upper half plane. In a finite basis there is a lowest removal pole, so the path can be shrunk, without touching a pole, to a finite counterclockwise loop that crosses the real axis at $\mu$ and again below the lowest removal pole. On a finite loop $e^{iz\tau}\to1$ uniformly, so the factor can be dropped, and since $-i=1/i$,

$$\gamma(x,x')=\frac{1}{2\pi i}\oint G(x,x';z)\,dz .$$

The gap makes the crossing at $\mu$ harmless, but it is not always needed. In an infinite metal at zero temperature, removal and addition energies meet at $\mu$ and the poles merge into a continuous cut. The loop is then taken as two arcs that end at $\mu$, one above and one below the real axis. With interactions, removing an electron can leave many excitations behind, so the removal energies of an infinite system need not have a lowest value. The left end of the loop is in that case moved towards $-\infty$; the sum rule keeps the total removal weight in each orbital finite, so the part left outside vanishes. If the spectral weight is bounded near $\mu$, $G(z)$ diverges there at most logarithmically, so the integral still exists and collects only the removal part. A discrete pole exactly at $\mu$, in contrast, would lie on the path and make the integral ill-defined. At nonzero temperature excited states enter the average. An electron can then be removed from an excited state with $\varepsilon_s>\mu$, so a loop ending at $\mu$ no longer separates the two kinds of poles.

The density counts electrons of either spin at one point, so it needs only the diagonal:

$$n(\mathbf r)=\sum_\sigma\gamma(\mathbf r\sigma,\mathbf r\sigma)=\sum_\sigma\sum_{s\in\rm rem}|f_s(\mathbf r\sigma)|^2,\qquad\int n\,d\mathbf r=N .$$

The kinetic energy operator is $\int dx\,\psi^\dagger(x)(-\frac12\nabla^2)\psi(x)$. The derivative acts on $\psi$ but not on $\psi^\dagger$. Giving $\psi^\dagger$ a separate argument $x'$ allows the derivative to be taken outside the expectation value:

$$T=-\tfrac12\int dx\,\big[\nabla^2\gamma(x,x')\big]_{x'=x}=-\tfrac12\sum_{s\in\rm rem}\int dx\,f_s^*\nabla^2f_s=\tfrac12\sum_{s\in\rm rem}\int dx\,|\nabla f_s|^2 .$$

The last step is an integration by parts, valid when the amplitudes vanish at the boundary. It shows that each removal pole contributes a non-negative amount. Differentiation must come before setting $x'=x$, because the formula needs $\gamma$ near the diagonal, not only on it: different states can have the same density and different $T$. One electron in one dimension shows this. Replace a real orbital $\varphi(x)$ by $e^{iqx}\varphi(x)$. The density $\varphi^2$ is unchanged, but $|\partial_x(e^{iqx}\varphi)|^2=\varphi'^2+q^2\varphi^2$, so the kinetic energy rises by $q^2/2$. The change sits in the phase $e^{iq(x-x')}$ of $\gamma(x,x')$, off the diagonal.

For a worked case, put two electrons in a one-dimensional harmonic trap of frequency $\omega_0=0.25$ hartree. Without repulsion both occupy the lowest orbital $\varphi_0(x)=(\omega_0/\pi)^{1/4}e^{-\omega_0x^2/2}$, one per spin. There is then one removal energy, and the spin-summed density matrix is $2\varphi_0(x)\varphi_0(x')$. The density at the centre is

$$n(0)=2\sqrt{\omega_0/\pi}=2\sqrt{0.25/\pi}=0.564\ \text{bohr}^{-1}.$$

Two derivatives give $-\frac12\varphi_0''=\frac12(\omega_0-\omega_0^2x^2)\varphi_0$. With $\langle x^2\rangle=1/(2\omega_0)$ each electron has kinetic energy $\frac12(\omega_0-\frac12\omega_0)=\omega_0/4$, so $T=\omega_0/2=0.125$ hartree.

Now add the repulsion $1/\sqrt{(x_1-x_2)^2+1}$, with lengths in bohr. The model is solved by full diagonalization in seven oscillator orbitals; the numbers belong to this basis. Enlarging it shifts them by about $0.001$ or less: $E_2$ falls from $0.7545$ to $0.7544$ hartree, $T$ from $0.1167$ to $0.1166$ hartree, and the lowest addition energy by about $0.0005$ hartree, while the density at $x=0$ and $x=1$ bohr rises by about $0.0005$ bohr$^{-1}$. The qualitative features described below remain. The ground state is a spin singlet with a real, symmetric spatial wavefunction $\Phi(x_1,x_2)$. Removing one electron leaves a single electron in the trap, whose eigenstates are the oscillator orbitals $\varphi_k$, so the removal energies are

$$\varepsilon_k=E_2-\omega_0(k+\tfrac12),\qquad \varepsilon_0=0.7545-0.1250=0.6295\ \text{hartree}.$$

The amplitudes can also be written down. Expand $\Phi$ in its second coordinate, $\Phi(x,x_2)=\sum_kg_k(x)\varphi_k(x_2)$ with $g_k(x)=\int\varphi_k(x_2)\Phi(x,x_2)\,dx_2$. The spin-summed density matrix of a two-electron singlet is obtained by integrating out one electron and counting both. Orthonormality of the $\varphi_k$ then gives

$$\gamma(x,x')=2\int\Phi(x,x_2)\Phi(x',x_2)\,dx_2=2\sum_kg_k(x)g_k(x').$$

This is the removal sum, with the factor 2 from the two spin partners of each level. Inserting the first form into the kinetic formula and integrating by parts gives $T=\iint|\partial_{x_1}\Phi|^2dx_1dx_2$. Density and kinetic energy can thus be found from the wavefunction with no Green's function at all.

The contour road uses $G(z)$ instead, built from the one- and three-electron spaces. The lowest addition energy is $1.1067$ hartree, so the gap is $1.1067-0.6295=0.4772$ hartree and its midpoint is $\mu=0.8681$ hartree. A circle through $\mu$ and $-1.1091$ hartree encloses all removal poles of this basis, the lowest of which is at $-0.8705$ hartree. By the formula for $\varepsilon_k$, a larger basis has deeper poles and needs a larger circle. In the tests, the density matrix, density and kinetic energy from this circle agreed with those from $\Phi$ to better than $10^{-7}$ in atomic units. The numerical output below lists the density at four points and the kinetic energy from both routes.

The repulsion lowers the central density from $0.564$ to $0.317$ bohr$^{-1}$. At $x=1$ bohr the density is $0.332$ bohr$^{-1}$, so there is now a shallow dip in the middle. The kinetic energy is $T=0.1167$ hartree, or $3.175$ eV, which is $0.0083$ hartree below the value without repulsion.

The removal levels show how this result is made up. The highest one carries $1.656$ electrons and $0.0599$ hartree of kinetic energy; the deeper ones together carry $0.344$ electrons and $0.0568$ hartree. The sums are

$$1.656+0.344=2.000,\qquad 0.0599+0.0568=0.1167\ \text{hartree}.$$

Keeping only the highest level would lose $0.344/2=17\%$ of the electrons but $0.0568/0.1167=49\%$ of the kinetic energy. Per electron, the deeper levels hold $0.0568/0.344=0.165$ hartree, against $0.0599/1.656=0.036$ hartree for the highest. Without repulsion the deeper levels are empty, which was also tested. The contour must therefore enclose every removal pole, not just the one nearest to $\mu$.

The same redistribution appears in the eigenvalues of $\gamma$, the natural occupations. Without repulsion they are 2 and 0. Here the largest are $1.758$, $0.228$ and $0.014$, so $\gamma$ is no longer twice a projector. The value $1.758$ need not equal the $1.656$ electrons of the highest removal level, because the $g_k$ are in general not orthogonal to one another and so are not eigenfunctions of $\gamma$.

The role of the exponential factor can be seen in the trace over the 14 spin orbitals. The removal sum at finite $\tau$ has trace $\sum_sn_se^{i\varepsilon_s\tau}\approx2+i\tau\sum_sn_s\varepsilon_s$, where $n_s$ is the number of electrons carried by level $s$. The listed levels give $\sum_sn_s\varepsilon_s=1.144$ hartree, hence an imaginary part of $0.0057$ at $\tau=0.005$, as found; it vanishes linearly with $\tau$. At $\tau=0$, a real-axis integral between $\pm W$ should instead approach $2-\frac{14}{2}=-5$. With $W=1000$ hartree and $\eta=0.1$ hartree the real part is $-4.9997$. The small remainder follows from the missing tails. They reduce the half-integer contribution $\pm\frac12$ of each unit of removal or addition weight by $\eta/(\pi W)=3.2\times10^{-5}$ in size. With 2 units of removal and 12 of addition, the trace shifts by $(12-2)\times3.2\times10^{-5}=0.0003$.

The formulas for $\gamma$, $n$ and $T$ can also be applied to an approximate $G$, such as one computed with a GW self-energy, if its removal part lies above the real axis and its addition part below. They then give the density matrix belonging to that approximation. The contour argument by itself does not ensure that its trace equals $N$: here that followed from the $f_s$ being amplitudes of a true $N$-electron state, and for an approximate $G$ it has to be checked.

## Computed values

```
trap frequency = 0.25 hartree, softening = 1.0 bohr
spatial orbitals = 7, spin orbitals = 14
ground energy, 2 electrons = 0.754497 hartree
highest removal energy = 0.629497 hartree
lowest addition energy = 1.106740 hartree
mu (mid-gap) = 0.868119 hartree
contour's left crossing = -1.109125 hartree
electrons from contour = 2.00000000
density (1/bohr): x in bohr, contour, wavefunction, no interaction
  x=0.0: 0.316999 0.316999 0.564190
  x=1.0: 0.332128 0.332128 0.439391
  x=2.0: 0.290959 0.290959 0.207554
  x=4.0: 0.049697 0.049697 0.010333
T from contour = 0.116677 hartree = 3.1749 eV
T from wavefunction = 0.116677 hartree
T without interaction = 0.125000 hartree
natural occupations (both spins): 1.75770 0.22846 0.01362 0.00018
removal levels: energy (hartree), electrons, T share (hartree)
  0: 0.629497 1.656127 0.059906
  1: 0.379497 0.227719 0.046705
  2: 0.129497 0.114873 0.009507
  3: -0.120503 0.000828 0.000339
  4: -0.370503 0.000323 0.000138
  5: -0.620503 0.000091 0.000054
  6: -0.870503 0.000039 0.000027
electrons in deeper levels = 0.343873
T share of deeper levels = 0.056771 hartree
real-axis test: eta = 0.1 hartree, cutoff = 1000 hartree
  trace at tau=+0.5 (a.u.): 1.8288 +0.5355i
  trace at tau=0 (a.u.): -4.9997 +0.0068i
  trace at tau=-0.5 (a.u.): -7.3864 +8.3771i
trace of removal propagator, eta=0, tau in a.u.:
  tau=0.5: 1.914299 +0.562929i
  tau=0.05: 1.999136 +0.057167i
  tau=0.005: 1.999991 +0.005718i
largest contour-wavefunction density difference = 8.9e-16 1/bohr
```
